# Why hydrogen's fractional-spin violation grows from LSDA to PBE to SCAN

**Question.** A hydrogen atom holding half an up-spin and half a down-spin electron should have the same energy as the ordinary atom with one up-spin electron. LSDA, PBE and SCAN all place it higher, by an amount that grows along this series, although their exchange and correlation energies for the ordinary atom improve. Why does the gap grow, why does semilocal correlation not close it, and how large is it?

**Answer.**

## The two spin states and what is compared

Hartree atomic units are used, the atom is nonrelativistic and spherical, and LSDA uses the Perdew–Wang correlation energy of the uniform gas. Write \(E[f_\uparrow,f_\downarrow]\) for the energy with occupations \(f_\uparrow,f_\downarrow\) of one spatial orbital. The quantity in question is

\[
D=E[\tfrac12,\tfrac12]-E[1,0],
\]

with both energies from the same functional. It differs from the error of the half-spin atom measured from the exact energy \(-\tfrac12\):

\[
E[\tfrac12,\tfrac12]+\tfrac12=\left(E[1,0]+\tfrac12\right)+D. \tag{1}
\]

The growth asked about is a property of \(D\), not of the left side of (1).

The exact value \(D=0\) follows from two hydrogen atoms far apart. With orbitals \(a\) and \(b\) on the two atoms, the singlet has the spatial function \([a(1)b(2)+b(1)a(2)]/\sqrt2\). Its up-spin and down-spin densities are both \(\tfrac12(a^2+b^2)\), so each atom carries half of each spin. The atoms do not interact, and the total energy is \(2(-\tfrac12)\). In the triplet with both spins up, each atom is fully polarized and the total energy is the same. A functional that is exact for this pair and adds the energies of separated atoms must therefore give \(-\tfrac12\) for either spin state. Additivity alone is not enough: an additive functional with an error in the half-spin atom carries that error into the spin-restricted pair, as the last section shows for PBE. Full configuration interaction at 20 bohr, in a finite Gaussian basis, gives \(-0.49998\) hartree per atom for both singlet and triplet.

## The mechanism: exchange sees each spin separately

Let \(n=\phi^2\) be the exact 1s density, \(n=e^{-2r}/\pi\). Kinetic and nuclear energies do not depend on how the electron is divided between the spins, and they sum to \(-\tfrac12\). The Hartree energy \(U\) depends only on \(n\). The charge inside radius \(r\) is \(Q(r)=1-e^{-2r}(1+2r+2r^2)\), hence

\[
U=\int_0^\infty 4\pi r^2\,n\,\frac{Q}{r}\,dr
=4\left[\frac14-\frac1{16}-\frac1{16}-\frac3{64}\right]=\frac5{16}.
\]

Since the total must be \(-\tfrac12\), the exchange-correlation energy must be \(-U\) in both spin states.

Exact exchange acts between equal spins. For one orbital the spin density matrix is \(f_\sigma\phi(\mathbf r)\phi(\mathbf r')\), and

\[
E_x^{\rm exact}=-\frac12\sum_\sigma f_\sigma^2\iint\frac{\phi^2(\mathbf r)\phi^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'
=-U\sum_\sigma f_\sigma^2 ,
\]

because the double integral is \(2U\). This is \(-U\) for the polarized atom and \(-U/2\) at half spins. The missing \(-U/2=-0.15625\) hartree is the task of correlation. It is static correlation: in the distant pair it comes from mixing degenerate configurations, which removes the ionic part of a doubly occupied bonding orbital.

Semilocal exchange also loses energy when the spin is divided, but less. The task left to semilocal correlation is correspondingly smaller, and it still fails.

## The exchange loss

Because exchange is a sum over spins, it obeys

\[
E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow],
\]

where \(E_x[n]\) is the functional for an unpolarized density. Thus \(E_x^{\rm pol}=\tfrac12E_x[2n]\) and \(E_x^{\rm half}=E_x[n]\). For all three functionals, at the densities needed here,

\[
E_x[n]=-C\int n^{4/3}F(s)\,d\mathbf r,\qquad C=\frac34\left(\frac3\pi\right)^{1/3},\qquad
s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}} .
\]

Doubling the density multiplies \(n^{4/3}\) by \(2^{4/3}\) and \(s\) by \(2/2^{4/3}=2^{-1/3}\). With the prefactor \(\tfrac12\),

\[
E_x^{\rm pol}=-2^{1/3}C\int n^{4/3}F(2^{-1/3}s)\,d\mathbf r,
\]

\[
\frac{E_x^{\rm half}}{E_x^{\rm pol}}
=2^{-1/3}\,\frac{\int n^{4/3}F(s)\,d\mathbf r}{\int n^{4/3}F(2^{-1/3}s)\,d\mathbf r}. \tag{2}
\]

The factor \(2^{-1/3}=0.7937\) is therefore the whole ratio for LSDA, where \(F=1\). The other two functionals modify it through the slope of \(F\).

- **LSDA.** The integral is elementary: \(\int n^{4/3}d\mathbf r=4\pi^{-1/3}\cdot2(3/8)^3=\tfrac{27}{64}\pi^{-1/3}\), so \(E_x^{\rm half}=-\tfrac{81}{256}(3/\pi^2)^{1/3}=-0.21274\) hartree.
- **PBE.** Here \(F=1+\kappa-\kappa/(1+\mu s^2/\kappa)\) with \(\kappa=0.804\) and \(\mu\approx0.2195\). It rises with \(s\). The half-spin atom has the larger \(s\), so the ratio rises to 0.8302.
- **SCAN.** This functional also uses \(\alpha=(\tau-\tau_W)/\tau_{\rm unif}\), where \(\tau\) is the orbital kinetic-energy density, \(\tau_W=|\nabla n|^2/(8n)\), and \(\tau_{\rm unif}\) is the uniform-gas value. With one spatial orbital, \(\tau=\tfrac12|\nabla\phi|^2=\tau_W\), and doubling the density doubles both. So \(\alpha=0\) in both spin states, where \(F=1.174\,[1-\exp(-4.9479/\sqrt s)]\). This falls with \(s\), and the ratio drops to 0.7904.

At \(r=1\) bohr, \(s\) is 0.732 for the polarized atom and 0.922 at half spins. Between these values the PBE factor rises from 1.1026 to 1.1515, while the SCAN factor falls from 1.1704 to 1.1672.

Equation (2) also shows when there would be no loss. If \(F\) were proportional to \(s\), the energy would be proportional to \(\int|\nabla n|\,d\mathbf r\), which is linear in a rescaling of the density, and the ratio would be 1. Such an \(F\) vanishes for a uniform density and so gives the electron gas no exchange. PBE moves part of the way towards this growth; LSDA and SCAN do not.

## The balance with correlation

On the fixed 1s density define the exchange loss and the correlation recovery,

\[
L=E_x^{\rm half}-E_x^{\rm pol}>0,\qquad R=E_c^{\rm pol}-E_c^{\rm half}>0,\qquad D=L-R .
\]

Correlation helps because opposite spins are now present, which makes \(E_c\) more negative. The question is whether \(R\) can reach \(L\).

## Why semilocal correlation cannot supply the difference

Take a one-electron ion of nuclear charge \(Z\), with \(n(r)=(Z^3/\pi)e^{-2Zr}\), and compare its half-spin state with a closed-shell pair in the same orbital, whose density is \(2n\). Let \(\delta=\ln2/(2Z)\). Then

\[
2n(r+\delta)=2e^{-2Z\delta}n(r)=n(r).
\]

At these two points the densities agree. The gradients agree, since both densities have \(|\nabla n|/n=2Z\). The kinetic-energy densities agree, since both equal \(\tau_W\). The spin polarization is zero in both systems. A correlation energy per electron \(\varepsilon_c\) built from these local quantities must therefore be the same at \(r\) in the half-spin atom and at \(r+\delta\) in the pair. It cannot tell half an electron of each spin from an ordinary electron pair seen slightly farther out.

With \(\varepsilon_c(r)\) denoting the half-spin value, the two energies are

\[
E_c^{\rm half}=4\pi\int_0^\infty r^2\,n(r)\,\varepsilon_c(r)\,dr,
\]

\[
E_c^{\rm pair}=4\pi\int_0^\infty (r+\delta)^2\,n(r)\,\varepsilon_c(r)\,dr+(\text{part of the pair inside }\delta).
\]

For \(\varepsilon_c\le0\) the inner part is not positive, and \((r+\delta)^2>r^2\). Hence, unless correlation vanishes throughout,

\[
R\le|E_c^{\rm half}|<|E_c^{\rm pair}|. \tag{3}
\]

The first inequality holds because \(E_c^{\rm pol}\le0\). Any recovery at half spins is smaller than the correlation the same functional assigns to a closed-shell pair.

Now let \(Z\) grow. Exchange scales linearly under uniform compression, so \(L(Z)=Z\,L(1)\). For a nondegenerate closed-shell pair, one-electron energy differences grow as \(Z^2\) and matrix elements of the repulsion as \(Z\). The leading correlation energy is of second order, \(Z^2/Z^2\), and tends to a constant. A functional that respects this limit for pairs has, by (3), a bounded recovery. If its exchange loses energy at half spins, \(L(1)>0\), as it does for all three functionals here, the loss grows without bound and the functional cannot keep \(D=0\) along the hydrogenic series. The case \(F\propto s\), where \(L=0\), lies outside this argument. PBE and SCAN respect this limit. LSDA does not: the uniform-gas correlation energy grows as the logarithm of the density at high density, so its pair correlation and its recovery grow as \(\ln Z\), without bound but still more slowly than the loss. The exact half-spin correlation energy, \(-U/2=-5Z/32\), does grow linearly, because the underlying configurations are degenerate and mix already at first order.

The argument covers functionals of \(n\), \(|\nabla n|\), \(\tau\) and the spin polarization. It does not cover nonlocal functionals, or those using the Laplacian: \(\nabla^2n\) contains \(2n'/r\), which differs between the two points. It also does not forbid an accidental cancellation at one particular \(Z\). That requires numbers.

## The numbers on the fixed density

All energies are in hartree.

| | LSDA | PBE | SCAN |
|---|---|---|---|
| \(E_x^{\rm pol}\) | −0.26804 | −0.30594 | −0.31250 |
| \(E_x^{\rm half}\) | −0.21274 | −0.25400 | −0.24699 |
| \(E_c^{\rm pol}\) | −0.02218 | −0.00598 | 0.00000 |
| \(E_c^{\rm half}\) | −0.04139 | −0.01491 | −0.01587 |
| \(L\) | 0.05530 | 0.05194 | 0.06551 |
| \(R\) | 0.01921 | 0.00893 | 0.01587 |
| \(D\) | 0.03609 | 0.04302 | 0.04964 |
| \(E_c^{\rm pair}\) | −0.09186 | −0.04152 | −0.03519 |

For SCAN the balance reads \(0.06551-0.01587=0.04964\). The other columns follow in the same way, up to the last rounded digit.

The two increases of \(D\) have different origins. From LSDA to PBE the exchange loss falls by 0.0034, because the rising \(F\) more than offsets the stronger exchange. The recovery falls by 0.0103, and the difference raises \(D\) by 0.0069. The gradient correction to correlation removes 0.0162 of correlation energy from the polarized atom, where none belongs, but 0.0265 from the half-spin atom, where much more is needed.

From PBE to SCAN the loss rises by 0.0136 and the recovery by 0.0069, so \(D\) rises by 0.0066. The improved polarized atom is not the main cause of this step. Its exchange becomes 0.0066 more negative, but its spurious correlation of 0.0060 disappears, so its total on this density hardly moves. Most of the increase comes from the half-spin atom: its exchange is weaker by 0.0070, while its correlation is stronger by only 0.0010.

Better polarized exchange does raise the loss if \(F\) is flat. Applying the bare factor \(2^{-1/3}\) to the correct value \(-U\) gives \(L=(1-0.7937)\times0.3125=0.0645\), against 0.0553 in LSDA. SCAN lies slightly above this reference because its \(F\) falls with \(s\). PBE lies well below it because its \(F\) rises. Improvement of the polarized atom thus accompanies the growth of \(D\), but does not by itself determine it.

The bound (3) already decides the matter at \(Z=1\) for two functionals: the pair correlation is smaller in magnitude than the loss, 0.0415 against 0.0519 for PBE and 0.0352 against 0.0655 for SCAN. For LSDA the bound excludes nothing here, since its pair correlation of 0.0919 exceeds the loss of 0.0553. Its failure is seen directly from \(R<L\).

At \(Z=10\) the loss is ten times larger in each functional, while \(R\) reaches only 0.0459 in LSDA, 0.0105 in PBE and 0.0206 in SCAN. The recovered fraction \(R/L\) falls from 0.35 to 0.08, from 0.17 to 0.02, and from 0.24 to 0.03, respectively.

## An intermediate spin division

The violation is not confined to equal spins. In the distant pair, combine the arrangement "up on \(a\), down on \(b\)" with amplitude \(\sqrt{1-f}\) and the reverse arrangement with amplitude \(\sqrt f\). The two are degenerate, so the total energy is still \(-1\). One atom then has occupations \((1-f,f)\) and the other \((f,1-f)\). These have equal energies by spin reversal, so the exact energy is \(-\tfrac12\) for every \(f\).

For LSDA with minority occupation \(f\), spin scaling gives

\[
E_x(f)=E_x^{\rm pol}\left[(1-f)^{4/3}+f^{4/3}\right].
\]

The bracket is 1 at \(f=0\), and by convexity of \(x^{4/3}\) it is smallest at \(f=\tfrac12\), where it equals \(2^{-1/3}\). For small \(f\) it is approximately \(1-\tfrac43f+f^{4/3}\), so the exchange loss starts linearly. The limiting slope \(\tfrac43\) is approached slowly, because the last term is smaller than the linear one only by a factor of order \(f^{1/3}\). At \(f=\tfrac14\) the bracket is 0.839, and the loss is \(0.161\times0.26804=0.0432\) hartree. The computed violation there is 0.0277 for LSDA, 0.0337 for PBE and 0.0374 for SCAN. These values are on the fixed 1s density. About three quarters of the half-spin violation is present already, in the same order. The order does not hold for every \(f\): at \(f=0.1\) SCAN gives 0.0175 and PBE 0.0179, and SCAN is also below PBE at \(f=0.05\), \(0.01\) and \(0.001\).

## The self-consistent atom

Letting the orbital relax lowers the half-spin energy more than the polarized one, so \(D\) shrinks somewhat. Its order is unchanged:

| | LSDA | PBE | SCAN |
|---|---|---|---|
| \(E[1,0]\), hartree | −0.47871 | −0.49999 | −0.50017 |
| \(E[\tfrac12,\tfrac12]\), hartree | −0.44567 | −0.45892 | −0.45286 |
| \(D\), hartree | 0.0330 | 0.0411 | 0.0473 |

In electronvolts, \(D\) is 0.90 for LSDA, 1.12 for PBE and 1.29 for SCAN. Calculations in two different finite bases agree to about \(2\times10^{-5}\) hartree, far below the differences discussed. At the basis limit the PBE half-spin energy is \(-0.45893\), lower by \(1\times10^{-5}\); the other entries are unchanged to the digits shown.

The polarized total energy is a poor measure of improvement. PBE lands closer to \(-\tfrac12\) than SCAN, whose relaxed energy falls 0.0002 hartree below it. On the fixed density, however, PBE exchange is too weak by 0.0066 and its correlation too negative by 0.0060, and these errors nearly cancel. SCAN has both components right to the digits shown. It is in this sense, component by component, that the polarized atom improves along the series.

Measured from \(-\tfrac12\), the half-spin errors are 0.0543 for LSDA, 0.0411 for PBE and 0.0471 for SCAN, which is not a growing sequence. Equation (1) explains the LSDA value: \(0.0213+0.0330=0.0543\), where the first term is the error of the polarized atom itself.

This absolute error is what appears when two hydrogen atoms are separated with spin symmetry enforced. Spin-restricted PBE at 20 bohr gives \(-0.45891\) hartree per atom in the finite Gaussian basis (\(-0.45893\) in a larger one), the half-spin energy to within about \(2\times10^{-5}\), so the separated pair lies about 0.082 hartree above its exact energy of \(-1\). Allowing the spins to localize on opposite atoms replaces \(E[\tfrac12,\tfrac12]\) by \(E[1,0]\) and removes \(D\) from the energy, at the price of a spin density that the singlet does not have. The full set of values is in the numerical output below.

## Computed results

```
Hartree energy U of 1s density: 0.31250 hartree
Exact exchange, half spins: -0.15624 hartree
Distance of the two atoms: 20.0 bohr
Full CI singlet energy per distant atom: -0.49998 hartree
Full CI triplet energy per distant atom: -0.49998 hartree
Restricted PBE energy per distant atom: -0.45891 hartree
2^(-1/3): 0.79370
Loss if factor 2^(-1/3) acted on U: 0.06447 hartree
s at r = 1 bohr: polarized 0.7319, half spins 0.9221
PBE F_x there: polarized 1.1026, half 1.1515
SCAN F_x there: polarized 1.1704, half 1.1672
Fixed 1s density, energies in hartree:
LSDA exchange: polarized -0.26804, half -0.21274
LSDA exchange ratio half/polarized: 0.7937
LSDA correlation: polarized -0.02218, half -0.04139
LSDA loss L 0.05530, recovery R 0.01921
LSDA D: quarter spin 0.02769, half spin 0.03609
LSDA correlation of closed-shell pair: -0.09186
LSDA Z=10: L 0.55296, R 0.04585
LSDA R/L: Z=1 0.3474, Z=10 0.0829
PBE exchange: polarized -0.30594, half -0.25400
PBE exchange ratio half/polarized: 0.8302
PBE correlation: polarized -0.00598, half -0.01491
PBE loss L 0.05194, recovery R 0.00893
PBE D: quarter spin 0.03366, half spin 0.04302
PBE correlation of closed-shell pair: -0.04152
PBE Z=10: L 0.51945, R 0.01051
PBE R/L: Z=1 0.1719, Z=10 0.0202
SCAN exchange: polarized -0.31250, half -0.24699
SCAN exchange ratio half/polarized: 0.7904
SCAN correlation: polarized 0.00000, half -0.01587
SCAN loss L 0.06551, recovery R 0.01587
SCAN D: quarter spin 0.03744, half spin 0.04964
SCAN correlation of closed-shell pair: -0.03519
SCAN Z=10: L 0.65506, R 0.02057
SCAN R/L: Z=1 0.2422, Z=10 0.0314
Self-consistent atom, energies in hartree:
LSDA energy: polarized -0.47871, half -0.44567
LSDA half-spin error from -1/2: 0.05433
LSDA D: 0.03304 hartree = 0.899 eV
PBE energy: polarized -0.49999, half -0.45892
PBE half-spin error from -1/2: 0.04108
PBE D: 0.04106 hartree = 1.117 eV
SCAN energy: polarized -0.50017, half -0.45286
SCAN half-spin error from -1/2: 0.04714
SCAN D: 0.04731 hartree = 1.287 eV
Largest Slater-Gaussian energy difference: 2.0e-05 hartree
```
